One silicon Raman shift does not determine the stress tensor

A tension of 1 GPa along [100] and an equal tension of 0.5 GPa along both [100] and [010] shift the longitudinal Raman line of silicon, observed from a (001) surface, by the same amount to first order in the stress. In linear response the shift obeys

Δω = a(σxx + σyy) + bσzz,

where a and b are material constants. This is one equation for six stress components. (When shear out of the surface plane is present, Δω means the intensity-weighted centroid of the line, as explained below.) At a free surface it fixes the sum σxx + σyy and leaves two stress parameters undetermined.

**What is measured**

Let x, y, z lie along the cube axes [100], [010], [001], with light entering and leaving along z. Stress is uniform over the probed volume, and tension is positive. Frequencies are given as wavenumbers in cm⁻¹. The unstressed frequency ω0 is assumed known for the same temperature and doping; otherwise an unknown offset adds to Δω.

The Raman-active vibration is a relative displacement of the two silicon sublattices. In the unstressed crystal its three directions have the same frequency. Strain changes the squared-frequency matrix from ω0² times the unit matrix to

D = ω0²(1 + K).

If λ is an eigenvalue of the symmetric matrix K, the corresponding mode has frequency

ω = ω0√(1 + λ) = ω0(1 + λ/2 − λ²/8 + …).

To first order in the tensor strain ε, K is a linear function of ε. A half-turn about a cube axis reverses two coordinates. A coefficient linking Kij to εkl can therefore survive only if each of x, y, z appears an even number of times among its four indices. The remaining cubic symmetries make the axes equivalent, which leaves three constants p, q, r:

Kxx = pεxx + q(εyy + εzz),
Kyy = pεyy + q(εzz + εxx),
Kzz = pεzz + q(εxx + εyy),
Kxy = 2rεxy, Kxz = 2rεxz, Kyz = 2rεyz.

These constants are dimensionless because ω0² has been divided out.

The polarisation directions of the light select what is seen. The Raman tensor for displacement along x has only yz and zy elements, that for y only xz and zx elements, and that for z only xy and yx elements. For incident and scattered polarisation vectors e and e′ in the xy plane, the first two give zero. A mode with unit displacement vector v has scattering amplitude proportional to

vz(e′x ey + e′y ex).

Its intensity is thus proportional to vz², provided the bracket is not zero. This uses the Raman tensors of the unstrained crystal and ignores the small changes of the thermal and frequency prefactors. It also assumes that the light inside the crystal travels close to z; a strongly inclined ray has a field component along z and can excite the other modes.

**The counter-example**

Hooke's law for a cubic crystal reads

εxx = S11σxx + S12(σyy + σzz), and cyclically,
εxy = S44σxy/2, and likewise for the other shears.

State A is uniaxial tension, σxx = σ, with all other components zero. Then

εxx = S11σ,
εyy = εzz = S12σ,
Kzz = pS12σ + q(S11 + S12)σ.

State B is equibiaxial tension, σxx = σyy = σ/2, with all other components zero. Then

εxx = εyy = (S11 + S12)σ/2,
εzz = S12σ/2 + S12σ/2 = S12σ,
Kzz = pS12σ + q(S11 + S12)σ.

The two values of Kzz are equal. The strains are different, but εzz and the sum εxx + εyy agree, and Kzz contains nothing else. In both states the shear strains vanish, so K is diagonal and the z displacement is itself a mode. Its frequency ω0√(1 + Kzz) is the same in A and B within the linear model for K, without expanding the square root.

For numbers, take the rough two-figure silicon values ω0 = 520 cm⁻¹, p = −1.8, q = −2.3, r = −0.7, C11 = 170 GPa, C12 = 64 GPa and C44 = 80 GPa. The compliances follow by inverting Hooke's law:

S11 = (C11 + C12)/[(C11 − C12)(C11 + 2C12)] = 7.408 × 10⁻³ GPa⁻¹,
S12 = −C12/[(C11 − C12)(C11 + 2C12)] = −2.026 × 10⁻³ GPa⁻¹,
S44 = 1/C44 = 12.5 × 10⁻³ GPa⁻¹.

With σ = 1 GPa,

Kzz = (−1.8)(−2.026 × 10⁻³) + (−2.3)(7.408 − 2.026) × 10⁻³
= (3.65 − 12.38) × 10⁻³
= −8.73 × 10⁻³.

The linear shift is 260 cm⁻¹ × Kzz = −2.27 cm⁻¹, or about −68 GHz. Keeping the square root gives −2.275 cm⁻¹ instead of −2.270 cm⁻¹. The extra digits serve to compare states within the model; the inputs do not predict silicon to that precision.

The negative sign has a definite origin. The lateral stretch lowers the frequency through q, while the contraction along z raises it through p. The first contribution is larger here.

The two states are mechanically different. Their von Mises stresses are 1 GPa and 0.5 GPa. Their other two modes also differ: the shifts are −2.275 and −1.045 cm⁻¹ in A, but both are −1.660 cm⁻¹ in B. Those modes vibrate in the surface plane and have zero intensity in this geometry, so the observed spectrum does not reveal the difference.

**The general statement and its proof**

Consider first any stress with σxz = σyz = 0. Then Kxz = Kyz = 0, the z mode is decoupled, and its shift to first order is ω0Kzz/2. Hooke's law gives the two strain combinations in Kzz:

εzz = S11σzz + S12(σxx + σyy),
εxx + εyy = (S11 + S12)(σxx + σyy) + 2S12σzz.

In the second line, σzz enters once through εxx and once through εyy, which produces the factor 2. Inserting both lines into Kzz and collecting terms gives

Δω = a(σxx + σyy) + bσzz,
a = (ω0/2)[pS12 + q(S11 + S12)],
b = (ω0/2)[pS11 + 2qS12].

The example values are a = −2.270 cm⁻¹/GPa and b = −1.044 cm⁻¹/GPa. Since a is not zero, every tensor compatible with a given Δω can be written with

Σ = σxx + σyy = (Δω − bσzz)/a,
σxx = (Σ + δ)/2,
σyy = (Σ − δ)/2.

The numbers δ, σzz and σxy are free. Once the out-of-plane shears are admitted in the sense explained below, σxz and σyz are free as well. The compatible tensors then form a five-parameter family.

At a surface without external forces, σxz = σyz = σzz = 0. The shift gives Σ = Δω/a, while δ and σxy remain free. Three further members of the family with Σ = 1 GPa or its equivalent show what this permits.

First, σxx = 2 GPa and σyy = −1 GPa have the sum 1 GPa and give the same longitudinal shift. One direction is now under compression, and the von Mises stress is 2.65 GPa. The equality is that of the linear model; at stresses this large, terms quadratic in δ need not be negligible in a real crystal.

Second, uniaxial tension σ along an in-plane unit vector n has components σij = σninj, so σxx + σyy = σ(nx² + ny²) = σ. The longitudinal shift does not depend on the direction of the tension within the plane. For [110] and σ = 1 GPa, the components are σxx = σyy = σxy = 0.5 GPa.

Third, in a buried or loaded region a stress σzz alone gives the same shift when σzz = (a/b) × 1 GPa, about 2.2 GPa with the example inputs. This ratio is poorly determined, because b is the small difference of two larger terms, −3.47 and +2.42 cm⁻¹/GPa. Such a state is excluded at a free surface.

The shift does retain some mechanical information. For plane stress, the von Mises stress σv satisfies

σv² = σxx² − σxxσyy + σyy² + 3σxy².

Substituting σxx = (Σ + δ)/2 and σyy = (Σ − δ)/2 gives σxx² + σyy² = (Σ² + δ²)/2 and σxxσyy = (Σ² − δ²)/4. Hence

σv² = Σ²/4 + 3δ²/4 + 3σxy².

A measured Σ thus sets a lower bound |Σ|/2 on σv, reached in the equibiaxial state, but no upper bound within the linear model. In particular, zero shift does not mean zero stress: σxx = −σyy gives Σ = 0, so the first-order shift vanishes and only terms quadratic or higher in the stress remain.

If independent knowledge says that a film is equibiaxial, then δ = σxy = 0 and each normal stress is Δω/(2a). If it says that the stress is uniaxial in the plane, the magnitude is Δω/a. The factor of two between these readings comes from the added assumption, not from the spectrum.

**Shear out of the surface plane**

When σxz or σyz is present, K couples z to x or y. Because the unstressed modes are degenerate, even a small coupling can mix them strongly: multiplying the whole stress by a small factor multiplies K by that factor but leaves its eigenvectors unchanged. There is then generally no purely longitudinal mode.

A weighted average still obeys the same law. Let v_k be the normalised eigenvectors of K and λ_k their eigenvalues. The spectral decomposition of K gives

Σ_k (v_kz)² λ_k = Kzz,

and the weights (v_kz)² add up to 1. They are the normalised Raman intensities found above. To first order, the intensity-weighted centroid therefore shifts by ω0Kzz/2, which is the formula with a and b. The out-of-plane shears do not enter this order.

Within the linear model for K, they enter the next one. Averaging the term −λ²/8 of the square root gives

centroid shift = (ω0/2)Kzz − (ω0/8)(Kzz² + Kxz² + Kyz²) + …,

because the weighted average of λ_k² is the zz element of K². This is only the square-root correction, not the complete second-order shift of a real crystal. Terms of K quadratic in the strain contribute at the same order and can be much larger; strain-induced changes of the Raman tensor also enter there. So do the thermal and frequency prefactors dropped above: a factor 1/ω in the intensity alone adds −(ω0/4)(Kxz² + Kyz²), twice the shear term shown.

Take σxx = 1 GPa and σxz = 0.5 GPa. The modes shift by −2.958, −2.275 and −0.365 cm⁻¹, with weights 0.737, 0 and 0.263. The centroid is

0.737(−2.958) + 0.263(−0.365) ≈ −2.276 cm⁻¹,

close to the −2.275 cm⁻¹ of state A. The strongest component alone lies at −2.958 cm⁻¹. If the components are resolved, or if a fit to an asymmetric line does not return its centroid, the formula must not be applied to the fitted peak position.

**Three frequencies are still not enough**

Suppose that another scattering geometry reveals all three mode frequencies. At a free surface, the sum of the in-plane diagonal elements is

Kxx + Kyy = (p + q)(εxx + εyy) + 2qεzz
= [(p + q)(S11 + S12) + 2qS12]Σ.

This depends on Σ, which the longitudinal mode has already supplied. The new information lies in the difference between the two in-plane eigenvalues. For a symmetric two-by-two matrix, its square is

(Kxx − Kyy)² + 4Kxy²
= [(p − q)(S11 − S12)δ]² + [2rS44σxy]².

The second line uses Kxx − Kyy = (p − q)(εxx − εyy), εxx − εyy = (S11 − S12)δ and Kxy = rS44σxy. A fixed non-zero splitting describes an ellipse in the plane of δ and σxy. Within the linear model for K, three frequencies thus supply two independent numbers for three stress components. Nonlinear terms can make the third number weakly independent, but only through higher-order corrections, and symmetry still leaves the signs of δ and σxy undetermined.

State A lies on this ellipse at δ = σ, σxy = 0. Another point has δ = 0, so that σxx = σyy = σ/2, and

|σxy| = |(p − q)(S11 − S12)σ/(2rS44)|.

For σ = 1 GPa this is

0.5 × 9.434/(2 × 0.7 × 12.5) GPa ≈ 0.27 GPa.

Within the linear model this tensor has all three frequencies of state A, yet its von Mises stress is 0.68 GPa instead of 1 GPa. The value 0.27 GPa is proportional to the small difference p − q and is correspondingly uncertain for silicon.

The same conclusion holds for general stress. For a rotation matrix O, the matrices K and OKOᵀ have the same eigenvalues. They are different for a suitable O unless K is a multiple of the unit matrix. Each corresponds to one stress when the map from stress to K can be inverted. Hooke's law is invertible for a stable crystal. The strain map multiplies the trace by p + 2q, differences of diagonal elements by p − q, and shears by 2r. These factors are −6.4, 0.5 and −1.4 here, so none vanishes. Different K matrices then mean different stresses.

This also identifies sufficient data: the three frequencies together with the mode directions give the full matrix K, and hence the stress tensor. The frequencies alone discard the directions.

**Beyond linear response**

Nonlinear terms do not make the stress inferred from the shift unique. At a free surface, a half-turn about z leaves the in-plane stress unchanged, so the z mode remains decoupled. Its frequency is a smooth function of σxx, σyy and σxy near zero stress, with gradient (a, a, 0) there. Since a ≠ 0, the implicit function theorem allows σxx to be adjusted as σyy and σxy vary, keeping the frequency fixed. The plane of equal shifts becomes a curved surface, still with two parameters.

A numerical test on a diamond lattice with anharmonic bond forces and angle forces shows this bending. The lattice uses model parameters, not silicon values; its b even has the opposite sign. Its optical frequencies and stresses were computed after relaxing the internal displacement, and their linear response agrees with the formulas for a and b.

At a uniaxial stress of 0.006 C11, the equibiaxial state with the same z frequency has components 0.49535 times the uniaxial stress, rather than 0.5. At one eighth of that stress the ratio is 0.49941. The deviation from 0.5 falls from 0.00465 to 0.00059, nearly in proportion to the stress, as expected from the first nonlinear correction. The matching state has moved slightly, but it has not disappeared. The numerical output lists the corresponding values for [110] tension.

Computed values

```
Silicon inputs (rough):
w0 = 520 cm^-1
p, q, r = -1.8, -2.3, -0.7 (dimensionless)
C11, C12, C44 = 170, 64, 80 GPa
S11, S12, S44 = 7.408, -2.026, 12.500 TPa^-1
a = -2.270 cm^-1/GPa
b = -1.044 cm^-1/GPa
linear shift for 1 GPa uniaxial [100] = -2.270 cm^-1
same shift after square root = -2.275 cm^-1
same shift = -68.2 GHz
Stress states (GPa), shifts (cm^-1), von Mises (GPa):
uniaxial [100]: xx=1.000 yy=0.000 zz=0.000 xy=0.000
  longitudinal=-2.275; others=-2.275, -1.045; von Mises=1.000
equibiaxial: xx=0.500 yy=0.500 zz=0.000 xy=0.000
  longitudinal=-2.275; others=-1.660, -1.660; von Mises=0.500
tension-compression: xx=2.000 yy=-1.000 zz=0.000 xy=0.000
  longitudinal=-2.275; others=-3.508, 0.183; von Mises=2.646
uniaxial [110]: xx=0.500 yy=0.500 zz=0.000 xy=0.500
  longitudinal=-2.275; others=-2.802, -0.520; von Mises=1.000
same three modes: xx=0.500 yy=0.500 zz=0.000 xy=0.270
  longitudinal=-2.275; others=-2.275, -1.045; von Mises=0.684
normal zz only: xx=0.000 yy=0.000 zz=2.175 xy=0.000
  longitudinal=-2.275; others=-4.961, -4.961; von Mises=2.175
Mixed case: xx = 1.0 GPa, xz = 0.5 GPa, rest zero
mode shifts = -2.958, -2.275, -0.365 cm^-1
Raman weights = 0.737, 0.000, 0.263 (fraction)
centroid shift = -2.276 cm^-1
Lattice test (model units, not silicon):
stretch, cubic, angle = 1.0, -2.0, 0.6
p, q, r = -0.5385, -2.5385, -0.4201 (dimensionless)
C11, C12, C44 = 1.9000, 0.7000, 0.9231 (model stress)
a/w0, b/w0 formula = -0.56138, 0.27195 (1/model stress)
a/w0, b/w0 lattice = -0.56138, 0.27195 (1/model stress)
uniaxial stress/C11 = 0.00600 (dimensionless)
equal-frequency biaxial/uniaxial ratio = 0.49535
same ratio at one eighth stress = 0.49941
equal-frequency [110]/[100] ratio = 0.99911
same ratio at one eighth stress = 0.99990
```
